# Linear strain shifts of silicon-type conduction valleys from two deformation potentials: verification in Python

```python
"""Linear strain shifts of six conduction valleys in a diamond-structure crystal.

Result under test:  shift_i = Xi_d * trace(strain) + Xi_u * n_i . strain . n_i
  n_i    : unit vector of valley i (+-x, +-y, +-z)
  strain : symmetric tensor, extension positive
  Xi_d   : dilatation deformation potential; Xi_u : uniaxial one (eV)
  Xi_h   : Xi_d + Xi_u/3, response to pure volume change
The reference side diagonalizes a strained plane-wave Hamiltonian and minimizes
the lowest conduction band. Wave vectors kappa are co-moving, in units 2 pi/a.
The mean crystal potential is the zero of energy at every strain.
"""
import itertools
import numpy as np
from scipy import constants as const

# Round model parameters
LATTICE_ANGSTROM = 5.4
FORM_Q2 = np.array([3.0, 8.0, 11.0])        # squared wave vector, (2 pi/a)^2
FORM_EV = np.array([-3.0, 0.7, 1.0])        # form factors, eV
INTERNAL = 0.5                              # sublattice displacement parameter
C11, C12, C44 = 160.0, 60.0, 80.0           # elastic constants, GPa
STRESS = 1.0                                # tensile stress, GPa
CUTOFF = 20.5                               # plane-wave cutoff, (2 pi/a)^2
CONDUCTION = 4                              # four valence bands lie below

wave_unit = 2 * np.pi / (LATTICE_ANGSTROM * const.angstrom)
KINETIC = (const.hbar * wave_unit)**2 / (2 * const.m_e * const.e)
# Smooth form factor: quadratic polynomial times a rapidly decaying envelope
FORM_POLY = np.polyfit(FORM_Q2, FORM_EV * np.exp((FORM_Q2 / 12)**4), 2)
IDENTITY = np.eye(3)


def form_factor(q2):
    return np.polyval(FORM_POLY, q2) * np.exp(-(q2 / 12)**4)


def crystal(direction, strain):
    """Plane waves centred on the X point of a valley, and the potential."""
    vectors = np.array([g for g in itertools.product(range(-7, 8), repeat=3)
                        if len({c % 2 for c in g}) == 1], dtype=float)
    lengths = np.sum((vectors + direction)**2, axis=1)
    vectors = vectors[lengths <= CUTOFF]
    deformation = IDENTITY + strain
    inverse = np.linalg.inv(deformation)
    q = (vectors[:, None, :] - vectors[None, :, :]) @ inverse
    shear = np.array([strain[1, 2], strain[2, 0], strain[0, 1]])
    atom = deformation @ (np.ones(3) / 8) - INTERNAL * shear / 4
    potential = (form_factor(np.sum(q**2, axis=2))
                 * np.cos(2 * np.pi * (q @ atom)) / np.linalg.det(deformation))
    np.fill_diagonal(potential, 0.0)
    return vectors, inverse, potential


def conduction_band(kappa, system):
    """Energy in eV and its gradient with respect to kappa."""
    vectors, inverse, potential = system
    waves = (vectors + kappa) @ inverse
    hamiltonian = potential + np.diag(KINETIC * np.sum(waves**2, axis=1))
    energies, states = np.linalg.eigh(hamiltonian)
    weights = states[:, CONDUCTION]**2
    gradient = 2 * KINETIC * inverse @ (weights @ waves)
    return energies[CONDUCTION], gradient


def valley_minimum(direction, strain, start):
    """Three-dimensional Newton search for the valley minimum."""
    system = crystal(direction, strain)
    kappa = start * direction
    step = 1e-4
    for _ in range(30):
        energy, gradient = conduction_band(kappa, system)
        hessian = np.array([
            (conduction_band(kappa + step * e, system)[1] - gradient) / step
            for e in IDENTITY])
        hessian = (hessian + hessian.T) / 2
        if np.linalg.norm(gradient) < 1e-8:
            break
        kappa = kappa - np.linalg.solve(hessian, gradient)
    assert np.linalg.norm(gradient) < 1e-8, "minimum not converged"
    assert np.min(np.linalg.eigvalsh(hessian)) > 0, "not a minimum"
    return energy, kappa


def linear_shift(direction, strain, xi_d, xi_u):
    return xi_d * np.trace(strain) + xi_u * direction @ strain @ direction


# Locate the unstrained valley and confirm that it is the conduction minimum
zero = np.zeros((3, 3))
z_axis = IDENTITY[2]
unstrained = crystal(z_axis, zero)
scan = np.linspace(0.5, 1.0, 51)
scan_energy = [conduction_band(s * z_axis, unstrained)[0] for s in scan]
lowest = int(np.argmin(scan_energy))
assert 0 < lowest < len(scan) - 1
base_energy, base_kappa = valley_minimum(z_axis, zero, scan[lowest])
position = base_kappa[2]
assert np.linalg.norm(base_kappa[:2]) < 1e-7
gamma_energy = conduction_band(np.zeros(3), unstrained)[0]
l_energy = conduction_band(np.full(3, 0.5), unstrained)[0]
assert base_energy < min(gamma_energy, l_energy)


def strain_derivative(direction, pattern, size=1e-4):
    plus = valley_minimum(direction, size * pattern, position)[0]
    minus = valley_minimum(direction, -size * pattern, position)[0]
    return (plus - minus) / (2 * size)


# Two strains of one valley determine the two constants
derivative_xx = strain_derivative(z_axis, np.diag([1.0, 0.0, 0.0]))
derivative_zz = strain_derivative(z_axis, np.diag([0.0, 0.0, 1.0]))
xi_d = derivative_xx
xi_u = derivative_zz - derivative_xx
xi_h = xi_d + xi_u / 3

# Predict all six valleys for a strain with every component present
general = np.array([[0.7, 0.3, -0.4], [0.3, -0.5, 0.6], [-0.4, 0.6, 0.2]])
directions = [sign * axis for axis in IDENTITY for sign in (1, -1)]
general_rows = []
for n in directions:
    relaxed = strain_derivative(n, general)
    size = 1e-4
    fixed_plus = conduction_band(position * n, crystal(n, size * general))[0]
    fixed_minus = conduction_band(position * n, crystal(n, -size * general))[0]
    fixed = (fixed_plus - fixed_minus) / (2 * size)
    general_rows.append((relaxed, fixed, linear_shift(n, general, xi_d, xi_u)))
general_rows = np.array(general_rows)
relaxed_error = np.max(np.abs(general_rows[:, 0] - general_rows[:, 2]))
fixed_error = np.max(np.abs(general_rows[:, 1] - general_rows[:, 2]))
# The tolerance covers the cubic error of the central difference
assert relaxed_error < 5e-3
assert fixed_error < 5e-3

# Pure volume change
isotropic = strain_derivative(z_axis, IDENTITY)
assert abs(isotropic / 3 - xi_h) < 2e-3

# Shear in the plane normal to the valley: even, and quadratic at small strain
shear_pattern = np.zeros((3, 3))
shear_pattern[0, 1] = shear_pattern[1, 0] = 1.0
shear_shift = {}
for s in (-0.001, 0.001, 0.002):
    energy = valley_minimum(z_axis, s * shear_pattern, position)[0]
    shear_shift[s] = energy - base_energy
assert abs(shear_shift[0.001] - shear_shift[-0.001]) < 1e-9
shear_ratio = shear_shift[0.002] / shear_shift[0.001]
assert abs(shear_ratio - 4) < 0.2

# Stress response from the full stiffness matrix (engineering shear strains)
stiffness = np.diag([C11 - C12] * 3 + [C44] * 3)
stiffness[:3, :3] += C12
stress_rows = []
for label, vector in (("100", [1, 0, 0]), ("110", [1, 1, 0]),
                      ("111", [1, 1, 1])):
    l = np.array(vector) / np.linalg.norm(vector)
    t = STRESS * np.outer(l, l)
    e = np.linalg.solve(stiffness, [t[0, 0], t[1, 1], t[2, 2],
                                   t[1, 2], t[0, 2], t[0, 1]])
    strain = np.array([[e[0], e[5] / 2, e[4] / 2],
                       [e[5] / 2, e[1], e[3] / 2],
                       [e[4] / 2, e[3] / 2, e[2]]])
    linear = np.array([linear_shift(n, strain, xi_d, xi_u) for n in IDENTITY])
    for i, j in ((0, 1), (1, 2), (0, 2)):
        closed = xi_u * STRESS * (l[i]**2 - l[j]**2) / (C11 - C12)
        assert abs(linear[i] - linear[j] - closed) < 1e-11
    closed_mean = xi_h * STRESS / (C11 + 2 * C12)
    assert abs(np.mean(linear) - closed_mean) < 1e-11
    minima = [valley_minimum(n, strain, position) for n in IDENTITY]
    direct = np.array([m[0] - base_energy for m in minima])
    motion = max(np.linalg.norm(m[1] - position * n)
                 for m, n in zip(minima, IDENTITY))
    stress_rows.append((label, strain, linear, direct, motion))

print("MODEL INPUTS")
print(f"Lattice constant: {LATTICE_ANGSTROM:.1f} angstrom")
for q2, value in zip(FORM_Q2, FORM_EV):
    print(f"Form factor at q^2 = {q2:.0f} (2 pi/a)^2: {value:.1f} eV")
print(f"Internal displacement parameter: {INTERNAL:.1f} (dimensionless)")
print(f"C11, C12, C44: {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"Tensile stress: {STRESS:.1f} GPa")
print(f"Plane waves: {len(unstrained[0])} (count)")
print("UNSTRAINED VALLEY AND CONSTANTS")
print(f"Valley position: {position:.4f} (2 pi/a)")
print(f"L minus valley energy: {l_energy - base_energy:.2f} eV")
print(f"Gamma minus valley energy: {gamma_energy - base_energy:.2f} eV")
print(f"D_xx of z valley = Xi_d: {xi_d:.3f} eV")
print(f"D_zz of z valley: {derivative_zz:.3f} eV")
print(f"Xi_u: {xi_u:.3f} eV")
print(f"Xi_h = Xi_d + Xi_u/3: {xi_h:.3f} eV")
print(f"Xi_h from isotropic strain: {isotropic / 3:.3f} eV")
print("GENERAL STRAIN TEST, derivatives in eV")
print("Pattern xx,yy,zz,yz,xz,xy: " + ", ".join(
    f"{general[i, j]:.1f}" for i, j in
    ((0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1))) + " (dimensionless)")
for name, row in zip(("+x", "-x", "+y", "-y", "+z", "-z"), general_rows):
    print(f"{name}: minimized {row[0]:.3f}, fixed kappa {row[1]:.3f}, "
          f"rule {row[2]:.3f} eV")
print(f"Largest error, minimized: {relaxed_error:.1e} eV")
print(f"Largest error, fixed kappa: {fixed_error:.1e} eV")
print("SHEAR xy ON THE z VALLEY")
for s, shift in shear_shift.items():
    print(f"Shift at strain {100 * s:.1f} percent: {1000 * shift:.4f} meV")
print(f"Ratio on doubling shear: {shear_ratio:.3f} (dimensionless)")
print("UNIAXIAL STRESS")
for label, strain, linear, direct, motion in stress_rows:
    normal = ", ".join(f"{100 * v:.4f}" for v in np.diag(strain))
    shears = ", ".join(f"{100 * strain[i, j]:.4f}"
                       for i, j in ((1, 2), (0, 2), (0, 1)))
    print(f"[{label}] strain xx,yy,zz: {normal} percent")
    print(f"[{label}] strain yz,xz,xy: {shears} percent")
    print(f"[{label}] linear shifts x,y,z: "
          + ", ".join(f"{1000 * v:.2f}" for v in linear) + " meV")
    print(f"[{label}] direct shifts x,y,z: "
          + ", ".join(f"{1000 * v:.2f}" for v in direct) + " meV")
    print(f"[{label}] largest motion of a minimum: {motion:.5f} (2 pi/a)")
print(f"Mean linear shift, any direction: {1000 * closed_mean:.2f} meV")
print("ALL CHECKS PASSED")
```

Output:

```
MODEL INPUTS
Lattice constant: 5.4 angstrom
Form factor at q^2 = 3 (2 pi/a)^2: -3.0 eV
Form factor at q^2 = 8 (2 pi/a)^2: 0.7 eV
Form factor at q^2 = 11 (2 pi/a)^2: 1.0 eV
Internal displacement parameter: 0.5 (dimensionless)
C11, C12, C44: 160, 60, 80 GPa
Tensile stress: 1.0 GPa
Plane waves: 92 (count)
UNSTRAINED VALLEY AND CONSTANTS
Valley position: 0.8519 (2 pi/a)
L minus valley energy: 1.09 eV
Gamma minus valley energy: 2.44 eV
D_xx of z valley = Xi_d: -10.269 eV
D_zz of z valley: -0.617 eV
Xi_u: 9.652 eV
Xi_h = Xi_d + Xi_u/3: -7.052 eV
Xi_h from isotropic strain: -7.052 eV
GENERAL STRAIN TEST, derivatives in eV
Pattern xx,yy,zz,yz,xz,xy: 0.7, -0.5, 0.2, 0.6, -0.4, 0.3 (dimensionless)
+x: minimized 2.649, fixed kappa 2.649, rule 2.649 eV
-x: minimized 2.649, fixed kappa 2.649, rule 2.649 eV
+y: minimized -8.934, fixed kappa -8.934, rule -8.934 eV
-y: minimized -8.934, fixed kappa -8.934, rule -8.934 eV
+z: minimized -2.177, fixed kappa -2.177, rule -2.177 eV
-z: minimized -2.177, fixed kappa -2.177, rule -2.177 eV
Largest error, minimized: 1.1e-05 eV
Largest error, fixed kappa: 9.0e-06 eV
SHEAR xy ON THE z VALLEY
Shift at strain -0.1 percent: -0.3882 meV
Shift at strain 0.1 percent: -0.3882 meV
Shift at strain 0.2 percent: -1.5541 meV
Ratio on doubling shear: 4.004 (dimensionless)
UNIAXIAL STRESS
[100] strain xx,yy,zz: 0.7857, -0.2143, -0.2143 percent
[100] strain yz,xz,xy: 0.0000, 0.0000, 0.0000 percent
[100] linear shifts x,y,z: 39.16, -57.36, -57.36 meV
[100] direct shifts x,y,z: 39.56, -56.44, -56.44 meV
[100] largest motion of a minimum: 0.00222 (2 pi/a)
[110] strain xx,yy,zz: 0.2857, 0.2857, -0.2143 percent
[110] strain yz,xz,xy: 0.0000, 0.0000, 0.3125 percent
[110] linear shifts x,y,z: -9.10, -9.10, -57.36 meV
[110] direct shifts x,y,z: -8.65, -8.65, -60.85 meV
[110] largest motion of a minimum: 0.00093 (2 pi/a)
[111] strain xx,yy,zz: 0.1190, 0.1190, 0.1190 percent
[111] strain yz,xz,xy: 0.2083, 0.2083, 0.2083 percent
[111] linear shifts x,y,z: -25.19, -25.19, -25.19 meV
[111] direct shifts x,y,z: -26.65, -26.65, -26.65 meV
[111] largest motion of a minimum: 0.00094 (2 pi/a)
Mean linear shift, any direction: -25.19 meV
ALL CHECKS PASSED
```
